# Activated Scaling and Slow Relaxation in the Random-Field Ising Model

## The physical situation

Cool a relaxor ferroelectric and its polar regions grow by a few nanometres, while its dielectric relaxation time can rise by many decades. At an ordinary critical point, a fourfold growth of the correlation length $\xi$ with dynamic exponent $z=2$ lengthens the relaxation time $\tau$ by a factor of only 16. Quenched disorder offers a way to a far stronger dependence.

The simplest model with the required ingredients is the random-field Ising model on a cubic lattice,

$$E=-J\sum_{\langle ij\rangle}s_is_j-\sum_i h_is_i,\qquad s_i=\pm1 .$$

Here $s_i$ is the sign of a local polarization, $J>0$ favours alignment, and the $h_i$ are frozen, independent Gaussian fields of mean zero and width $\sigma$, standing for charge disorder. Spins flip one at a time in contact with a heat bath. The critical point is approached from the disordered side, in equilibrium. The activated scaling law is

$$\ln\frac{\tau}{\tau_0}\simeq\frac{B(\xi)}{kT},\qquad B(\xi)=B_0\left(\frac{\xi}{\xi_0}\right)^{\psi}, \tag{1}$$

with $\psi$ close to $3/2$ if barriers scale like the other large-scale energies of the model. That last condition is a scaling assumption, supported below by an argument but not proved.

## A barrier alone is not enough

Consider a valley of energy $E_v$ whose lowest exit is a saddle of energy $E_s$. In equilibrium the flow over the saddle is proportional to $e^{-E_s/kT}$ and the occupation of the valley to $e^{-E_v/kT}$. The escape rate is their ratio, so at low temperature

$$\tau\sim\tau_0\,e^{B/kT},\qquad B=E_s-E_v .$$

This was tested on a cube of eight spins with free surfaces and $\sigma=0.5J$. A search of the energy landscape gives a largest barrier of $7.99J$. The slowest rate of the full master equation, for $kT$ between $B/24$ and $B/20$, gives an activation energy of $8.29J$. The difference is less than $kT$ throughout this range.

An Arrhenius law does not by itself produce equation (1). The Ising chain without fields shows why. With $K=J/kT$ and heat-bath flips at unit attempt rate, the mean spins obey

$$\frac{d\langle s_i\rangle}{dt}=-\langle s_i\rangle+\frac{\tanh 2K}{2}\big(\langle s_{i-1}\rangle+\langle s_{i+1}\rangle\big).$$

For a uniform magnetization the two neighbours add, and the decay rate is $1-\tanh2K=2/(e^{4K}+1)$. Hence $\tau=(e^{4K}+1)/2$, which is Arrhenius with barrier $4J$. The correlation between spins $r$ apart is $(\tanh K)^r$, so $\xi=-1/\ln\tanh K$. At large $K$, $\tanh K\simeq1-2e^{-2K}$ and $\xi\simeq e^{2K}/2$. Therefore

$$\tau\simeq\tfrac12e^{4K}\simeq2\xi^2 .$$

The time is activated in temperature, yet it is a power of length with $z=2$: the barrier stays at $4J$ while $\xi$ itself grows as $e^{2J/kT}$, with half that activation energy. Between $K=1$ and $1.5$ the computed effective exponent is 1.97. Activated *scaling* requires a barrier that grows with $\xi$.

## Why an ordinary critical point gives a power law

At a thermal critical point the system looks statistically the same after each change of length scale, with the same ratio of energies to $kT$. The free-energy cost of forcing a domain wall through a block is then a fixed number of order $kT$, whatever the block size. For the pure two-dimensional Ising model at $T_c$, on an $L\times L$ torus, this cost is $0.966$, $0.978$ and $0.982\,kT$ for $L=4$, 6 and 8. This model illustrates a thermal fixed point; it does not supply the value of $z$ in three dimensions.

Since nothing changes from one scale to the next, each doubling of length multiplies the relaxation time by the same factor $f$. Reaching $\xi$ from a microscopic length $a$ takes $\log_2(\xi/a)$ doublings:

$$\tau=\tau_0 f^{\log_2(\xi/a)}=\tau_0\left(\frac{\xi}{a}\right)^{z},\qquad z=\log_2 f . \tag{2}$$

## Why random fields make the energies grow

Take an $L\times L\times L$ block between two walls of fixed spins, periodic in the other two directions. Let $E_{+-}$ be its ground-state energy with the left wall up and the right wall down, and so on. Define the stiffness

$$\Sigma_L=\tfrac12\,(E_{+-}+E_{-+}-E_{++}-E_{--}).$$

Without fields each mixed boundary costs one flat wall, $2JL^2$, so $\Sigma_L=2JL^2$.

The stiffness is never negative. For two configurations $a$ and $b$, form $a\vee b$ by taking the larger spin at each site and $a\wedge b$ by taking the smaller. The field energies of the new pair have the same sum as before. A bond changes its total only if $a$ has $(+,-)$ on it and $b$ has $(-,+)$, or the reverse; the total then falls from $2J$ to $-2J$. Thus

$$E(a\vee b)+E(a\wedge b)\le E(a)+E(b). \tag{3}$$

Let $a$ and $b$ be the ground states for walls $+-$ and $-+$. Then $a\vee b$ satisfies walls $++$ and $a\wedge b$ satisfies $--$, so $E_{++}+E_{--}\le E_{+-}+E_{-+}$.

At the critical disorder the stiffness is expected to grow as $\Sigma_L\sim\Upsilon L^\theta$, where $\Upsilon$ is an amplitude and $\theta>0$. The temperature felt at scale $L$ is

$$\frac{kT}{\Sigma_L}\sim\frac{kT}{\Upsilon}L^{-\theta}\to0 .$$

This is the meaning of a zero-temperature fixed point: the real temperature is finite, but on large scales thermal energy becomes small beside the energies set by disorder.

Exact ground states of 150 samples per size, at $\sigma=2.27J$, give $\Sigma_L=10.3$, 22.5 and $45.3J$ for $L=4$, 6 and 9, with statistical errors of 4 to 5%. This width is an input taken as close to critical. At $\sigma=J$ the ratio $\Sigma_L/L^{1.5}$ rises from 2.9 to $4.4J$ between $L=4$ and 8; at $\sigma=4J$ it falls from 0.11 to $0.01J$. The critical width thus lies between a stiff phase and a soft one. These sizes only bracket it: at $\sigma=2.27J$ the same ratio still rises, from 1.3 to $1.7J$ between $L=4$ and 9.

The fitted exponent at $\sigma=2.27J$ is 1.83, with a statistical error of about 0.08. It is well away from the thermal value 0, but it is also above $3/2$. Blocks this small do not determine $\theta$.

## Why the exponent is near three halves

A second energy has a growth that can be bounded. Let $\Delta=E_{++}-E_{--}$. Reversing all fields exchanges the two terms, so $\Delta$ has mean zero. Apply (3) to the two ground states $s^{++}$ and $s^{--}$. Their larger and smaller combinations satisfy the same walls, so neither energy can fall and both must already be minimal. For unique ground states this means $s_i^{++}\ge s_i^{--}$ at every site. Let $n_i=1$ where the two differ and 0 elsewhere. A ground-state energy changes with a field as $\partial E/\partial h_i=-s_i$, hence

$$\frac{\partial\Delta}{\partial h_i}=-s_i^{++}+s_i^{--}=-2n_i .$$

Let $N=L^3$, and let $p$ be the mean of $n_i$ over sites and samples: the fraction of spins that follow the walls.

For the lower bound, take $Y=\sum_ih_i$, whose root-mean-square (rms) value is $\sigma\sqrt N$. Gaussian integration by parts gives

$$\overline{Y\Delta}=\sigma^2\sum_i\overline{\frac{\partial\Delta}{\partial h_i}}=-2\sigma^2Np .$$

The Cauchy–Schwarz inequality, $|\overline{Y\Delta}|\le\sigma\sqrt N\,\Delta_{\rm rms}$, then gives $\Delta_{\rm rms}\ge2\sigma\sqrt N\,p$.

For the upper bound, expand $\Delta$ in normalized products of Hermite polynomials of $h_i/\sigma$, with coefficients $c_{\mathbf k}$ and total degree $|\mathbf k|$. The variance is $\sum_{|\mathbf k|\ge1}c_{\mathbf k}^2$. Differentiating a normalized Hermite polynomial of degree $k$ multiplies its norm by $\sqrt k$, so $\sigma^2\sum_i\overline{(\partial_i\Delta)^2}=\sum|\mathbf k|c_{\mathbf k}^2$, which is at least the variance. Since $n_i^2=n_i$, the left side equals $4\sigma^2Np$. Together,

$$2\sigma L^{3/2}p\;\le\;\Delta_{\rm rms}\;\le\;2\sigma L^{3/2}\sqrt p . \tag{4}$$

The physical content is simple. The fields in a block add randomly to a sum of order $\sigma L^{3/2}$, and the energy difference between the two orientations is that sum acting on the spins that turn.

For $L=9$, $p=0.941$, the bounds are 115.3 and $118.9J$, and the computed value is $118.1J$. The computed values for $L=4$ and 6 also lie within their bounds. The bounds are only 3 to 8% apart and the statistical error of each value is about 6%, so this shows consistency with (4) within that error; another set of 150 samples can fall outside. The effective exponent of $\Delta_{\rm rms}$ is 1.60, with a statistical error of about 0.1. A value slightly above $3/2$ is expected here, because $p$ rises from 0.862 to 0.941 over these sizes and both bounds rise with it. Since $p\le1$, that rise cannot continue as a power.

Suppose that at criticality $p\sim L^{-x}$ and that one energy scale, $L^\theta$, governs both $\Delta$ and $\Sigma$. Then (4) gives

$$\tfrac32-x\le\theta\le\tfrac32-\tfrac x2 .$$

The exponent $x$ is that of the order parameter at criticality and is taken here to be very small in three dimensions. The small blocks do not measure it. With that input, $\theta$ is close to $3/2$.

## From energies to barriers

Let a block of size $2L$ reverse by turning its sub-blocks of size $L$ one after another. The path must cross the barrier inside a sub-block and pay for the partly turned state. If the latter cost is $c(2L)^\theta$, then

$$B(2L)=B(L)+c(2L)^\theta .$$

Start from $B(a)=ca^\theta$ and double $n$ times, so that $L=2^na$:

$$B(L)=ca^\theta\sum_{k=0}^{n}2^{\theta k}
=ca^\theta\,\frac{2^{\theta(n+1)}-1}{2^\theta-1}
\;\to\;\frac{cL^\theta}{1-2^{-\theta}}\quad(\theta>0). \tag{5}$$

For $\theta=3/2$ the largest scale supplies 65% of the barrier. For $\theta=0$ every term is equal, and $B=c(1+n)$ with $n=\log_2(L/a)$. Then

$$e^{B/kT}=e^{c/kT}\left(\frac La\right)^{c/(kT\ln2)},$$

which is a power law. This is the difference between the two kinds of slowing down. Equal costs on every scale add to a logarithm, whose exponential is a power; costs that grow with scale add to a power, which stays in the exponent.

Equation (5) describes one route. A much cheaper route would have to avoid partly turned states of energy $L^\theta$ at every stage. The assumption $\psi=\theta$ says that this does not happen, and also that the partly turned states along the route cost no more than order $L^\theta$; if they cost more, $\psi$ exceeds $\theta$. It was not confirmed numerically. A simple path that always flips the cheapest remaining spin has a peak that grows with an effective exponent of 2.23 between $L=4$ and 9. The path runs from $s^{++}$ to $s^{--}$ with the walls removed, and the peak is measured from the mean energy of the two end states, so it is not the barrier $E_s-E_v$ out of either one. For each sample it is an upper estimate of the lowest peak on any path between them, and its exponent should not be read as $\psi$.

The growth stops at $L\approx\xi$, because larger regions are soft and relax as nearly independent parts. Setting $L=\xi$ gives equation (1). Its local slope on a double-logarithmic plot is

$$z_{\rm eff}=\frac{d\ln\tau}{d\ln\xi}=\frac{\xi}{kT}\frac{dB}{d\xi}=\frac{\psi B(\xi)}{kT}, \tag{6}$$

at fixed $T$, $B_0$ and $\tau_0$. It increases with $\xi$, whereas $z$ in (2) is constant. If $\xi\propto r^{-\nu}$, where $r$ is the distance from criticality, then $\ln(\tau/\tau_0)\propto r^{-\nu\psi}$ at nearly constant $T$. This has the Vogel–Fulcher form only if $\nu\psi=1$.

## How large the effect is

Take $T=250$ K, $\xi_0=1.5$ nm, $B_0=0.05$ eV, $\tau_0=1$ ps and $\psi=1.5$. Temperature is held fixed while $\xi$ varies. At $\xi=6$ nm,

$$B=0.05\times4^{1.5}=0.40\ {\rm eV},\qquad \frac{B}{kT}=\frac{0.400}{0.02154}=18.6,$$

so $\tau=10^{-12}e^{18.57}\,{\rm s}\approx0.12$ ms. A power law with $z=2$, starting from the same 10 ps at $\xi_0$, gives $10.2\times16\approx163$ ps.

| $\xi$ (nm) | $B$ (eV) | $z_{\rm eff}$ | $\tau$, activated | $\tau$, $z=2$ |
|---|---|---|---|---|
| 1.5 | 0.05 | 3.5 | 10 ps | 10 ps |
| 3 | 0.14 | 10 | 0.7 ns | 41 ps |
| 6 | 0.40 | 28 | 0.12 ms | 0.16 ns |
| 8 | 0.62 | 43 | 2.6 s | 0.29 ns |

Growth from 6 to 8 nm takes the activated time from a fraction of a millisecond to seconds. Read the other way, waiting some twenty thousand times longer equilibrates regions only one third larger. A sample cooled at a practical rate will therefore fall out of equilibrium while $\xi$ is still finite.

## Comparison with a real relaxor

These parameters are meant for the rough regime of lead magnesium niobate, with polar correlations of nanometres and slow relaxation at a few hundred kelvin. $B_0$ is a chosen value, not a measured one. One assumption that may fail is that of short-range forces. For touching spherical regions of diameter $\xi$, polarization $P=5$ µC/cm² and relative permittivity 100, the head-to-tail dipolar energy at 6 nm is 0.17 eV, about 40% of the barrier. If all of it added to $B$, $\tau$ would rise by a factor of about 2000. At fixed $P$ this energy grows as $\xi^3$, faster than $\xi^{1.5}$, and would equal $B$ near 11 nm. The permittivity of 100 is a chosen value, well below the low-frequency permittivity of this material near 250 K, and the energy is inversely proportional to it: with 1000 in place of 100, it would be only 4% of the barrier at 6 nm, and $\tau$ would rise by a factor of about 2. $P$ is a chosen value too, and the energy goes as $P^2$: with permittivity 1000 and five times the polarization it would equal the whole barrier, while with permittivity $10^4$ and the original $P$ it would be 0.4% of it. Reversing one region of the pair changes the energy by twice the quoted amount. The estimate therefore does not settle how much dipolar forces matter. The polarization also has several directions rather than two. The model thus shows a mechanism and is not a quantitative theory of the material.

Other changes to the example at 6 nm, taken one at a time, and the scale at which tunnelling enters are:

- With $\psi=1.4$, $\tau$ falls to about 10 µs.
- At 300 K with the same $\xi$, it is about 5 µs.
- A relative barrier spread of 0.31, borrowed from the simple flip paths at $L=9$ (standard deviation over mean; it is larger if the peak is measured from the higher end state), gives $\log_{10}\tau$ a standard deviation of about 2.5.
- Tunnelling, for a barrier frequency $1/\tau_0$, becomes important only near and below $\hbar/(2\pi k\tau_0)\approx1$ K.

## What to do with data

Obtain $\xi$ and $\tau$ independently under the same conditions, and use only states that have equilibrated. If $\xi$ can be varied at fixed temperature, plot $\ln\tau$ against $\ln\xi$: a straight line indicates a power law, while a slope that steepens as in (6) points to activated scaling. If $\xi$ is varied by cooling, this plot cannot decide, because even a fixed barrier can make it steepen as $1/T$ grows. Then plot $\ln[kT\ln(\tau/\tau_0)]$ against $\ln\xi$. If equation (1) holds with constant $B_0$ and $\tau_0$, the slope is $\psi$; for a fixed barrier it is zero. A positive slope alone does not establish activated scaling: at nearly constant $T$ the power law (2) gives the slope $1/\ln(\xi/a)$, which is positive, exceeds $3/2$ for $\xi$ below about $1.9a$, and falls as $\xi$ grows. Because $\tau_0$ enters the fit, vary it within reasonable limits and quote the resulting range of $\psi$; over the range of the table, taking $\tau_0$ ten times too small lowers the fitted slope from 1.5 to about 1.1.

Keep the probing field small. In the example the work of reversing a 6 nm region, $2PVE$ with $V$ its volume and $E$ here the electric field, equals the whole barrier at 0.057 MV/cm. Linear-response times require the stricter condition that $2PVE$ be small compared with $kT$. In the example the two are equal at about 3 kV/cm, and this limit falls as $1/P$. In the real material, fields of a few kV/cm can already induce a ferroelectric state on cooling. The computed values behind these estimates are listed in the numerical output.

## Computed values

```
Ground energy, 18 spins: cut -52.1106 J, enumeration -52.1106 J
RFIM: sigma = 2.27 J, 150 samples per size
L=4: stiffness 10.28 +- 0.55 J, path peak 26.33 J
L=4: p 0.862, rms Delta 32.34 J, bounds 31.29 to 33.71 J
L=6: stiffness 22.53 +- 1.01 J, path peak 63.87 J
L=6: p 0.911, rms Delta 61.71 J, bounds 60.78 to 63.68 J
L=9: stiffness 45.30 +- 1.83 J, path peak 160.04 J
L=9: p 0.941, rms Delta 118.08 J, bounds 115.32 to 118.90 J
Effective exponent of stiffness: 1.83
Effective exponent of rms Delta: 1.60
Effective exponent of path peak: 2.23
sigma=1.0 J: stiffness/L^1.5 = 2.882 J (L=4), 4.431 J (L=8)
sigma=4.0 J: stiffness/L^1.5 = 0.114 J (L=4), 0.012 J (L=8)
Pure 2D Ising at Tc, wall free energy, L=4,6,8: 0.9658, 0.9779, 0.9818 kT
Cube of 8 spins: landscape barrier 7.992 J, activation energy 8.285 J
Glauber chain J/kT=1.0: xi 3.672 sites, tau 27.80 attempts
Glauber chain J/kT=1.5: xi 10.034 sites, tau 202.21 attempts
Glauber chain: z = 1.974
Sum over scales, theta=1.5: exponent 1.5000, share of last scale 0.646
Sum over scales, theta=0, cost kT each: power of L = 1.443
Example: T=250 K, kT=21.54 meV, xi0=1.5 nm, B0=0.05 eV
Example: tau0=1e-12 s, psi=1.5, comparison z=2
xi=1.5 nm: B 0.050 eV, ln(tau/tau0) 2.32, z_eff 3.48
xi=1.5 nm: tau activated 1.02e-11 s, power law 1.02e-11 s
xi=3.0 nm: B 0.141 eV, ln(tau/tau0) 6.56, z_eff 9.85
xi=3.0 nm: tau activated 7.09e-10 s, power law 4.07e-11 s
xi=6.0 nm: B 0.400 eV, ln(tau/tau0) 18.57, z_eff 27.85
xi=6.0 nm: tau activated 1.16e-04 s, power law 1.63e-10 s
xi=8.0 nm: B 0.616 eV, ln(tau/tau0) 28.59, z_eff 42.88
xi=8.0 nm: tau activated 2.60e+00 s, power law 2.90e-10 s
Polar region: P=5 uC/cm2, relative permittivity 100
Dipolar energy of touching regions, 6 nm: 0.166 eV
Field whose work 2PVE equals B, 6 nm: 0.057 MV/cm
Relative spread of path peaks, L=9: 0.31; spread of tau 2.5 decades
tau at 6 nm with psi=1.4: 1.05e-05 s
tau at 6 nm and 300 K: 5.24e-06 s
Tunnelling crossover for attempt rate 1/tau0: 1.22 K
```
